\section*{Quantum capacitance of one parabolic two-dimensional subband at finite temperature}

At zero temperature the electrons of a two-dimensional subband fill a disc in momentum space. Let the subband edge be $E_0$, the in-plane mass $m$, the spin degeneracy 2 and the valley degeneracy $g_v$. A large periodic area holds one plane-wave state per area $(2\pi)^2$ of wave-vector space, per unit of real area, so a disc of radius $k_F$ holds
\begin{equation}
n=2g_v\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g_vk_F^2}{2\pi}
\end{equation}
electrons per area. The last electron sits at the chemical potential, $\mu-E_0=\hbar^2k_F^2/2m$. Putting $k_F^2=2m(\mu-E_0)/\hbar^2$ into the density gives
\begin{equation}
n=D(\mu-E_0),\qquad D=\frac{g_vm}{\pi\hbar^2}.
\end{equation}
Adding $dn$ electrons per area therefore raises the chemical potential above the subband edge by $dn/D$. The added charge has magnitude $e\,dn$, with $e>0$, and the price in voltage is $dn/(eD)$. Their ratio is a capacitance per area, $e^2D$, which does not depend on how much charge is already present. It arises from the exclusion principle: new electrons must go into states above the occupied ones. No electrostatic field has entered.

At finite temperature the disc has a soft rim, and at low density there is no filled disc at all. To cover every case, define the quantum capacitance per area by
\begin{equation}
C_q=e^2\left(\frac{\partial n}{\partial\xi}\right)_T,\qquad \xi=\mu-E_0 .
\end{equation}
The sign is fixed by the following picture. Hold $\mu$ constant with a contact and raise the electrostatic potential of the channel by $d\phi$. The edge falls by $e\,d\phi$, so $\xi$ rises by $e\,d\phi$, electrons flow in, and $C_q=e\,dn/d\phi$ is positive although the channel charge $Q=-en$ becomes more negative. The electrons are taken as independent and in equilibrium, and one subband is occupied.

The counting that gave $D$ applies to any energy $\varepsilon$ above the edge: the number of states per area below it is $D\varepsilon$. The density of states is thus zero below the edge and equal to $D$ above it. Each state is occupied with the Fermi probability, so
\begin{equation}
n=D\int_0^\infty\frac{d\varepsilon}{1+e^{(\varepsilon-\xi)/kT}} .
\end{equation}
Set $y=(\varepsilon-\xi)/kT$, so that $d\varepsilon=kT\,dy$ and the lower limit becomes $-\xi/kT$. Multiplying numerator and denominator by $e^{-y}$ shows that the integrand is a derivative,
\begin{equation}
\frac{1}{1+e^{y}}=\frac{e^{-y}}{1+e^{-y}}=-\frac{d}{dy}\ln\left(1+e^{-y}\right).
\end{equation}
The logarithm vanishes at the upper limit, and the lower limit gives
\begin{equation}
n=DkT\ln\left(1+e^{\xi/kT}\right). \label{density}
\end{equation}
Differentiating at fixed $T$, the factor $kT$ in front cancels the $1/kT$ from the exponent:
\begin{equation}
C_q=e^2D\,\frac{e^{\xi/kT}}{1+e^{\xi/kT}}=\frac{e^2D}{1+e^{-\xi/kT}} . \label{edge}
\end{equation}
The fraction is the occupation probability of a state at the subband edge. The reason can be seen in the integral: a small rise of $\xi$ adds electrons in an energy window a few $kT$ wide around $\mu$, and the part of that window lying below the edge has no states to offer. When $\mu$ coincides with the edge, half the window is lost and $C_q=e^2D/2$ at every nonzero temperature.

A gate controls charge, so it is useful to replace $\xi$ by $n$. Let
\begin{equation}
x=\frac{n}{DkT}.
\end{equation}
Equation (\ref{density}) says $e^x=1+e^{\xi/kT}$, hence $e^{\xi/kT}=e^x-1$. Inserted in the first form of (\ref{edge}), this gives $(e^x-1)/e^x=1-e^{-x}$, and
\begin{equation}
C_q=e^2D\left[1-\exp\left(-\frac{n}{DkT}\right)\right]. \label{main}
\end{equation}
This is the finite-temperature result, valid at all densities within the stated model.

For $n\gg DkT$ the exponential is negligible and $C_q\to e^2D$, the constant of the filled disc. The shortfall relative to that constant is $e^{-x}$, so the approach is exponential in the charge. For $n\ll DkT$, expand the exponential:
\begin{equation}
C_q=e^2D\left(x-\frac{x^2}{2}+\dots\right)=\frac{e^2n}{kT}\left(1-\frac{n}{2DkT}+\dots\right).
\end{equation}
The leading term is $e|Q|/kT$, linear in the charge. The density of states has cancelled, so at given $n$ neither the mass nor the valley number matters; they decide how far the linear range extends. This is the response of a classical gas: $n\propto e^{\xi/kT}$, so a potential change $d\phi$ changes the density by the fraction $e\,d\phi/kT$, whatever the prefactor.

The order of limits deserves care. Cooling at fixed $n>0$ makes $x$ grow without bound and leads to $e^2D$. Cooling at fixed $\mu<E_0$ empties the subband, and (\ref{edge}) leads to zero. Both statements follow from the same formula, with different quantities held fixed.

In a gate stack $C_q$ appears together with two other capacitances. Let $U_s$ be the band edge at the channel surface and $C_{\rm ox}$ the capacitance per area of the insulator. The gate carries charge $+en$, so its electrostatic potential exceeds that of the surface by $en/C_{\rm ox}$. The gate Fermi level lies $eV_G$ below $\mu$. Apart from constants set by the materials, that Fermi level is $-e$ times the gate potential, and $U_s$ is $-e$ times the surface potential. Therefore
\begin{equation}
eV_G=\text{const}+(\mu-U_s)+\frac{e^2n}{C_{\rm ox}}
=\text{const}+\xi+(E_0-U_s)+\frac{e^2n}{C_{\rm ox}} .
\end{equation}
With $C_G=e\,dn/dV_G$, the derivative of the left side with respect to $n$ is $e^2/C_G$. Dividing the differentiated equation by $e^2$ gives
\begin{equation}
\frac1{C_G}=\frac1{C_{\rm ox}}+\frac1{C_{\rm shape}}+\frac1{C_q},\qquad
\frac1{C_{\rm shape}}=\frac1{e^2}\frac{d(E_0-U_s)}{dn}. \label{series}
\end{equation}
The middle term is electrostatic. The electrons sit at a distance from the surface, and their own field shifts the confined level relative to $U_s$. This term must be kept apart from $C_q$, which is defined relative to the moving edge $E_0$.

Its low-density value can be found for a channel of width $w$ and permittivity $\epsilon$ with hard walls and no electric field at its back face. The lowest state has probability density $\rho=(2/w)\sin^2(\pi z/w)$. With $u=z/w$, the fraction of electrons between the surface and $z$ is
\begin{equation}
P(u)=u-\frac{\sin2\pi u}{2\pi}.
\end{equation}
By Gauss's law the field at $z$ is set by the electrons behind it, so in the mean field the potential energy rises away from the gate as $dU/dz=e^2n(1-P)/\epsilon$. First-order perturbation theory shifts the level by the average of $U-U_s$. Since $\rho=-d(1-P)/dz$, integration by parts gives
\begin{equation}
\int_0^w\rho\,(U-U_s)\,dz=\int_0^w(1-P)\frac{dU}{dz}\,dz=\frac{e^2n}{\epsilon}\int_0^w(1-P)^2dz ;
\end{equation}
the boundary term vanishes because $U=U_s$ at the front and $P=1$ at the back. The density is symmetric about the middle of the channel, so $(1-P)^2$ and $P^2$ have the same integral:
\begin{align}
\int_0^1P^2du&=\int_0^1u^2du-\frac1\pi\int_0^1u\sin2\pi u\,du+\frac1{4\pi^2}\int_0^1\sin^22\pi u\,du\nonumber\\
&=\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}=\frac13+\frac5{8\pi^2}\approx0.397 ,
\end{align}
where the middle integral is $-1/2\pi$. Thus $1/C_{\rm shape}=0.397\,w/\epsilon$ at low density.

At higher density the electrons are drawn towards the gate, and $C_{\rm shape}$ grows. To leading order this follows from a variational argument. For a trial state with mean kinetic energy $K$, the mean-field energy per electron is $K+(e^2n/2\epsilon)\int(1-P)^2dz$, which is linear in $n$. The minimum of a family of straight lines is a concave function, so the energy per electron has the expansion $E_1+an/2-bn^2$ with $b\ge0$, where $E_1$ is the confinement energy of the empty well. The level is the derivative of the energy per area, $n$ times this expression, and equals $E_1+an-3bn^2$. Its slope $a-6bn$ cannot increase from its low-density value $a$ at this order.

Take as numerical model a channel 2.5 nm wide with relative permittivity 11.7, under 0.5 nm of interfacial oxide (3.9) and 2.0 nm of high-permittivity oxide (20), at 300 K. These are round, rough values in the regime of an ultrathin (100) silicon channel under a hafnium-oxide gate. Silicon matters here through its valleys: in the lowest ladder $g_v=2$, the in-plane mass is 0.19 and the mass normal to the surface 0.92 free-electron masses. Then $D=1.587\times10^{14}$ eV$^{-1}$cm$^{-2}$, and with $kT=25.85$ meV
\begin{equation}
DkT=1.587\times10^{14}\times0.02585=4.10\times10^{12}\ \text{cm}^{-2}.
\end{equation}
The degenerate constant is $e^2D=25.4\ \mu$F/cm$^2$, or 0.254 F/m$^2$. The oxide layers add as $2.0/20+0.5/3.9=0.228$ nm of vacuum, which gives $C_{\rm ox}=3.88\ \mu$F/cm$^2$. The low-density shape capacitance is $10.45\ \mu$F/cm$^2$. At $n=10^{12}$ cm$^{-2}$ one has $x=1/4.104=0.244$ and
\begin{equation}
C_q=25.43\,(1-e^{-0.2437})=5.50\ \mu\text{F/cm}^2 .
\end{equation}
The self-consistent mean-field solution gives $C_{\rm shape}=10.71\ \mu$F/cm$^2$ at this density, and the series law yields
\begin{equation}
\frac1{C_G}=\frac1{3.880}+\frac1{10.71}+\frac1{5.500}=0.258+0.093+0.182=0.533 ,
\end{equation}
in cm$^2/\mu$F, so that $C_G=1.88\ \mu$F/cm$^2$. The same steps at four densities give the following values, with all capacitances in $\mu$F/cm$^2$.

\begin{center}
\begin{tabular}{cccccc}
$n$ (cm$^{-2}$) & $\xi$ (meV) & $C_q$ & $e^2n/kT$ & $C_{\rm shape}$ & $C_G$\\
\hline
$10^{10}$ & $-155.5$ & 0.0619 & 0.0620 & 10.45 & 0.0606\\
$10^{11}$ & $-95.7$ & 0.612 & 0.620 & 10.47 & 0.503\\
$10^{12}$ & $-33.3$ & 5.50 & 6.20 & 10.71 & 1.88\\
$10^{13}$ & $60.6$ & 23.2 & 62.0 & 13.09 & 2.65
\end{tabular}
\end{center}

Between the first two rows $\xi$ rises by 59.8 meV. A classical gas needs $kT\ln10=59.5$ meV for a tenfold density, and the small excess is the first sign of exclusion. The linear law overestimates $C_q$ by 13\% at $10^{12}$ cm$^{-2}$ and by a factor 2.7 at $10^{13}$ cm$^{-2}$. The degenerate constant is still 10\% above $C_q$ at the highest density. If a deviation of 5\% relative to the limiting expression is accepted, the linear law serves below $x=0.103$, or $4.2\times10^{11}$ cm$^{-2}$, and the constant serves above $x=\ln20=3.00$, or $1.23\times10^{13}$ cm$^{-2}$. The interval between them spans a factor of about 29 in density, and there the full formula (\ref{main}) is needed.

The series law shows what this means for the gate. At $10^{10}$ cm$^{-2}$ the quantum term supplies 98\% of $1/C_G$; the gate capacitance is then nearly $C_q$ itself. At $10^{12}$ cm$^{-2}$ it supplies 34\%. Using $e^2D$ there would replace 0.182 by 0.039 in the sum and give $C_G=2.56\ \mu$F/cm$^2$, which is 36\% too large. At $10^{13}$ cm$^{-2}$ the three terms are 0.258, 0.076 and 0.043 cm$^2/\mu$F: the quantum share has fallen to 11\%, below that of the shape term, and $C_G$ is 68\% of $C_{\rm ox}$.

Temperature acts most strongly where the gas is dilute. At fixed density $10^{12}$ cm$^{-2}$, heating from 300 K to 358 K lowers $C_q$ from 5.50 to $4.70\ \mu$F/cm$^2$, a fall of 15\%, close to the 16\% implied by $1/T$. At $10^{13}$ cm$^{-2}$ the fall is 5\%, from 23.2 to $22.1\ \mu$F/cm$^2$.

The capacitance formula (\ref{main}) and the series law (\ref{series}) were each tested against a calculation that does not use it. Fermi probabilities were summed over the discrete wave vectors of a periodic square of side 400 nm, and the sum was differentiated with a central step of 0.1 meV. At 300 K and five values of $\xi$ from $-150$ to 100 meV, the result agrees with (\ref{main}) within $2.5\times10^{-6}$. That is the size expected from the step: for an exponential, a central difference with step $\delta$ has relative error $(\delta/kT)^2/6=2.5\times10^{-6}$. In the degenerate case of 30 K and $\xi=50$ meV, the ratio of the summed capacitance to $e^2D$ is 1.000000. In the dilute case of 300 K and $\xi=-200$ meV, its ratio to $e^2n/kT$ is 0.99978, in line with $1-x/2$. The series law was tested by solving the Schr\"odinger equation in the hard-walled channel together with the Poisson equation through the whole stack at imposed gate voltages, for densities of $10^{11}$ and $10^{13}$ cm$^{-2}$. The subband is filled there according to (\ref{density}), which the lattice sum confirms separately. The differentiated charge agrees with (\ref{series}) within $1.3\times10^{-5}$.

Real devices depart from the model in several ways, whose sizes can be estimated at $10^{13}$ cm$^{-2}$. One of the costliest assumptions is that of independent electrons. Exchange lowers the energy of an electron at the Fermi edge. For a sheet of zero thickness at zero temperature, the two-dimensional Coulomb interaction $e^2/2\epsilon q$ is integrated over the occupied disc, with polar coordinates centred on a point of its rim. The factor $1/q$ cancels the polar area element, leaving the chords $2k_F\cos\alpha$:
\begin{equation}
\mu_x=-\frac{e^2}{2\epsilon}\frac1{(2\pi)^2}\int_{-\pi/2}^{\pi/2}2k_F\cos\alpha\,d\alpha
=-\frac{e^2k_F}{2\pi^2\epsilon},\qquad
\frac{d\mu_x}{dn}=-\frac{e^2k_F}{4\pi^2\epsilon n},
\end{equation}
the last step because $k_F\propto\sqrt n$. This changes $1/C_q$ by $-32\%$, and $1/C_G$ by $-3.6\%$. Finite thickness softens the interaction at short distance, whereas the thermal blurring of the disc at 300 K makes the slope steeper at this density; with both included, to first order in the interaction, the change of $1/C_q$ is roughly $-28\%$. Exchange weighs more on the gate at $10^{12}$ cm$^{-2}$, where it changes $1/C_G$ by about $-6\%$. Correlation and image charges in the oxide are left out, so these figures indicate a size and are no correction to apply.

Nonparabolicity comes next. If the kinetic energy of the parabolic band equals $E(1+\alpha E)$, with a rough $\alpha=0.5$ eV$^{-1}$, the density of states grows by the factor $1+2\alpha E$. With $E$ taken as the confinement energy plus $\xi$, this is about 13\%. At fixed density $C_q$ gains less, because a larger $D$ also lowers $x$: differentiating (\ref{main}) gives
\begin{equation}
\frac{\partial\ln C_q}{\partial\ln D}=1-\frac{x}{e^x-1},
\end{equation}
which is 0.77 at $x=2.44$, so the gain is about 10\%. In the dilute limit it vanishes, as the cancellation of $D$ requires.

With hard walls and parabolic bands, higher subbands matter little in this narrow channel. The second subband then lies 190 meV above the first and silicon's fourfold valley ladder starts 255 meV above the first. Together they hold 0.4\% of the electrons and raise $C_q$ by 0.9\% at fixed total density. These figures understate a real film. The fourfold valleys have the light mass 0.19 normal to the surface and reach well into the oxide. With a 3.1 eV barrier on both faces and an oxide mass of 0.3 to 0.5, their ladder starts only 140 to 120 meV above the first subband, the higher levels hold 7 to 12\% of the electrons, and $C_q$ rises by 16 to 28\%. Nonparabolicity lowers the upper levels further. At $10^{13}$ cm$^{-2}$ the single-subband formula is therefore only a rough guide for silicon. In an empty hard-wall well the spacing falls as $1/w^2$, so at low density the single-subband assumption weakens quickly with thickness. At $10^{13}$ cm$^{-2}$ the electrons' own field slightly narrows the gap between the first two subbands up to about 3 nm (190 against 196 meV at 2.5 nm), but from about 4 nm on it keeps the levels further apart than this law says.

Disorder smears the edge. A rough mobility of 200 cm$^2$/Vs corresponds to a width $\hbar/2\tau=15$ meV, with $\tau$ the scattering time; treated as a Gaussian spread of edges, it lowers $C_q$ by 2.9\% at $10^{12}$ and 1.4\% at $10^{13}$ cm$^{-2}$. The linear law survives such a spread in the dilute limit, because averaging $e^{\xi/kT}$ over a Gaussian multiplies the density by a constant. Interface traps do more harm there. They fill in response to the same surface potential and so add in parallel to the channel. A rough trap density of $3\times10^{11}$ eV$^{-1}$cm$^{-2}$ contributes up to $0.048\ \mu$F/cm$^2$, below 1\% of $C_q$ at $10^{12}$ cm$^{-2}$ but 78\% of it at $10^{10}$ cm$^{-2}$. A linear dependence on charge can then be masked unless the traps are few or too slow to follow the signal.

The operating point itself is admissible. The oxide fields are 4.6 MV/cm in the interlayer and 0.9 MV/cm in the high-permittivity layer, below rough breakdown fields of 12 and 5 MV/cm. A semiclassical tunnelling estimate with rough barriers of 3.1 and 1.5 eV gives an escape rate of $2\times10^7$ s$^{-1}$ per electron and a leakage of about 30 A/cm$^2$, for rough barrier masses of 0.5 and 0.17. This is an order of magnitude only: moving the second mass to 0.11 or 0.25 changes the rate by a factor of five or six either way. At a rough speed of $10^5$ m/s an electron crosses a 20 nm channel in 0.2 ps, so a few in a million are lost during one transit. The contacts can therefore hold the channel close to equilibrium, as the derivation assumes, although the leakage still costs power. The numerical output below lists the inputs and the results for the hard-wall model.

\section*{Table of computed values}
\begin{verbatim}
T = 300 K, kT = 25.85 meV
in-plane mass 0.19 m0, normal mass 0.92 m0
valley degeneracy 2
channel: 2.5 nm, relative permittivity 11.7
high-k: 2.0 nm, relative permittivity 20.0
interlayer: 0.5 nm, relative permittivity 3.9
D = 1.587e+14 1/(eV cm^2)
D kT = 4.104e+12 cm^-2
e^2 D = 25.43 uF/cm^2 = 0.2543 F/m^2
C_ox = 3.880 uF/cm^2
low-density C_shape = 10.45 uF/cm^2
linear law within 5%: x < 0.103, n < 4.25e+11 cm^-2
constant within 5%: x > 2.996, n > 1.23e+13 cm^-2
n = 1e+10 cm^-2: x = 0.00244, mu-E0 = -155.5 meV
  C_q 0.0619, linear 0.0620 uF/cm^2
  C_shape 10.45, C_G 0.0606 uF/cm^2
n = 1e+11 cm^-2: x = 0.02437, mu-E0 = -95.7 meV
  C_q 0.6123, linear 0.6197 uF/cm^2
  C_shape 10.47, C_G 0.5034 uF/cm^2
n = 1e+12 cm^-2: x = 0.24368, mu-E0 = -33.3 meV
  C_q 5.5002, linear 6.1975 uF/cm^2
  C_shape 10.71, C_G 1.8765 uF/cm^2
n = 1e+13 cm^-2: x = 2.43683, mu-E0 = 60.6 meV
  C_q 23.2089, linear 61.9750 uF/cm^2
  C_shape 13.09, C_G 2.6512 uF/cm^2
lattice sum vs C_q formula: worst error 2.5e-06
lattice C_q/(e^2 D), 30 K, mu-E0 = 50 meV: 1.000000
lattice C_q/(e^2 n/kT), 300 K, -200 meV: 0.999784
full stack vs series law: worst error 1.3e-05
NEGLECTED EFFECTS (n = 1e+13 cm^-2 unless stated)
gaps: 2nd subband 190, fourfold ladder 255 meV
electrons outside lowest subband: 0.36 %
C_q change from them: +0.9 %
nonparabolicity (rough 0.5 /eV): D change about +13 %
edge broadening at rough 200 cm2/Vs: 15.2 meV
  C_q change at 1e+12 cm^-2: -2.9 %
  C_q change at 1e+13 cm^-2: -1.4 %
exchange (T=0, thin sheet): 1/C_q change -32 %
  as part of 1/C_G: -3.6 %
interface traps (rough 3e+11 /eV cm2): 0.048 uF/cm^2
soft wall: widening 0.086 nm per face
fields: interlayer 4.64, high-k 0.90 MV/cm
rough breakdown: interlayer 12, high-k 5 MV/cm
barriers (rough): interlayer 3.1, high-k 1.5 eV
barrier masses (rough): 0.5, 0.17 m0
tunnel escape rate 1.8e+07 1/s, leakage 2.9e+01 A/cm^2
rough transit 0.2 ps; lost share 3.6e-06
C_q at 358 K, 1e+12 cm^-2: 4.697 uF/cm^2
C_q at 358 K, 1e+13 cm^-2: 22.132 uF/cm^2
\end{verbatim}
